# Signs of the Coulomb and Exchange Errors in Density Fitting

## One electron and one fitting function

Put one electron in a real, normalized orbital $\phi$, with density $\rho=\phi^2$. Throughout, Hartree atomic units are used and
$$
(f|g)=\iint \frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' \tag{1}
$$
denotes the Coulomb repulsion of two real functions. It is symmetric, $(f|g)=(g|f)$. Hartree–Fock theory assigns this electron a Coulomb energy $\tfrac12(\rho|\rho)$ and an exchange energy $-\tfrac12(\rho|\rho)$. Their sum is zero, since one electron does not repel itself.

Now replace $\rho$ by $\tilde\rho=c\chi$, a multiple of one fixed function. Choose $c$ so that the residual $\delta=\rho-c\chi$ has the smallest self-repulsion:
$$
(\delta|\delta)=(\rho|\rho)-2c(\chi|\rho)+c^2(\chi|\chi). \tag{2}
$$
With $(\chi|\chi)>0$, this parabola in $c$ has its minimum at $c=(\chi|\rho)/(\chi|\chi)$. Inserting this value gives
$$
(\delta|\delta)=(\rho|\rho)-\frac{(\chi|\rho)^2}{(\chi|\chi)},\qquad
(\tilde\rho|\tilde\rho)=c^2(\chi|\chi)=\frac{(\chi|\rho)^2}{(\chi|\chi)}. \tag{3}
$$
The two expressions add up to $(\rho|\rho)$, so
$$
\tfrac12(\tilde\rho|\tilde\rho)=\tfrac12(\rho|\rho)-\tfrac12(\delta|\delta). \tag{4}
$$
The fitted Coulomb energy is too low by half the self-repulsion of the residual. The fitted exchange energy is the negative of (4), and is too high by the same amount. For one electron the two errors cancel.

With many electrons the signs survive but the cancellation is no longer guaranteed. The Coulomb energy contains the residual of the total density, whereas exchange contains a separate residual for each product of occupied orbitals.

## Why the residual has positive self-repulsion

A residual takes both signs in space, so it is not obvious from (1) that $(\delta|\delta)$ is positive. Define $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$ and use
$$
\frac1{|\mathbf r-\mathbf r'|}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}. \tag{5}
$$
The integral over $\mathbf r'$ in (1) gives $\hat g(\mathbf k)$. The integral over $\mathbf r$ gives $\hat f(-\mathbf k)$, which equals $\hat f(\mathbf k)^*$ because $f$ is real. For $g=f$, writing $d^3k=k^2\,dk\,d\Omega$ cancels the factor $1/k^2$, and $4\pi/(2\pi)^3=1/(2\pi^2)$:
$$
(f|f)=\frac1{2\pi^2}\int_0^\infty dk\int d\Omega\,|\hat f(\mathbf k)|^2\ \ge 0. \tag{6}
$$
This applies to functions of finite Coulomb energy, such as finite sums of Gaussians. It vanishes only if $\hat f$, and hence $f$, vanishes apart from points of zero measure. Zero net charge makes $\hat f(0)=0$ but does not make the integral zero. For the difference of two unit-charge Gaussians $(p/\pi)^{3/2}e^{-pr^2}$ with exponents $p=1$ and $3$ bohr$^{-2}$, integration in real space and in Fourier space both give $0.22545$ hartree.

The form (1) is therefore an inner product. Half of $(\delta|\delta)$ also has a direct physical meaning. The potential $v$ of the charge distribution $\delta$ has the transform $\hat v=4\pi\hat\delta/k^2$, and $\nabla v$ has the transform $i\mathbf k\hat v$. Parseval's theorem then gives
$$
\frac1{8\pi}\int|\nabla v|^2d^3r
=\frac1{8\pi}\int\frac{d^3k}{(2\pi)^3}\,k^2\,\frac{16\pi^2|\hat\delta|^2}{k^4}
=\tfrac12(\delta|\delta). \tag{7}
$$
The size of the Coulomb energy error will be the field energy of the charge that the fit has missed, and the exchange error a sum of such field energies.

## The fit as an orthogonal projection

Let $\chi_P$ be linearly independent real auxiliary functions. A real target $\rho$, either a density or an orbital product, is approximated by $\tilde\rho=\sum_Pc_P\chi_P$. Define
$$
V_{PQ}=(\chi_P|\chi_Q),\qquad b_P=(\chi_P|\rho). \tag{8}
$$
The quantity to be minimized, without any constraint, is
$$
F(\mathbf c)=(\rho-\tilde\rho|\rho-\tilde\rho)
=(\rho|\rho)-2\mathbf b^{T}\mathbf c+\mathbf c^{T}\mathbf V\mathbf c. \tag{9}
$$
Since $\mathbf V$ is symmetric, setting the derivative $-2\mathbf b+2\mathbf V\mathbf c$ to zero yields
$$
\mathbf V\mathbf c=\mathbf b. \tag{10}
$$
For any $\mathbf x\neq0$, $\mathbf x^T\mathbf V\mathbf x=(\sum_Px_P\chi_P|\sum_Px_P\chi_P)>0$ by (6) and linear independence. Thus $\mathbf V$ is invertible. Moreover, at the solution of (10), $F(\mathbf c+\mathbf x)=F(\mathbf c)+\mathbf x^T\mathbf V\mathbf x$, so this solution is the unique minimum.

Row $P$ of (10) says that $(\chi_P|\tilde\rho)=(\chi_P|\rho)$, or
$$
(\chi_P|\delta)=0\quad\text{for every }P,\qquad \delta=\rho-\tilde\rho. \tag{11}
$$
The residual is orthogonal, in the Coulomb inner product, to the whole auxiliary space. Because $\mathbf c=\mathbf V^{-1}\mathbf b$ is linear in $\rho$, the fit of a sum is the sum of the fits.

Take two targets $\rho_a$ and $\rho_b$ fitted in this same auxiliary basis. Expanding both gives
$$
(\rho_a|\rho_b)=(\tilde\rho_a|\tilde\rho_b)+(\tilde\rho_a|\delta_b)+(\delta_a|\tilde\rho_b)+(\delta_a|\delta_b). \tag{12}
$$
The middle terms vanish by (11), since each fitted function is a combination of the $\chi_P$. Therefore
$$
(\tilde\rho_a|\tilde\rho_b)=(\rho_a|\rho_b)-(\delta_a|\delta_b). \tag{13}
$$
Both energy theorems follow from this identity.

## The two energy errors

Consider a single determinant of real orthonormal spin orbitals. Let $i,j$ label the occupied orbitals of spin $\tau$, and write
$$
\rho^\tau_{ij}=\phi^\tau_i\phi^\tau_j,\qquad \rho=\sum_\tau\sum_{i\in\tau}\rho^\tau_{ii}. \tag{14}
$$
The Coulomb and exchange energies are
$$
E_J=\tfrac12(\rho|\rho),\qquad
E_x=-\tfrac12\sum_\tau\sum_{i,j\in\tau}(\rho^\tau_{ij}|\rho^\tau_{ij}). \tag{15}
$$
The double sum includes $i=j$ and counts $ij$ and $ji$ separately. The orbitals are held fixed while the integrals are replaced by fitted ones.

For the Coulomb energy, set $\rho_a=\rho_b=\rho$ in (13) and multiply by $\tfrac12$:
$$
\tilde E_J-E_J=-\tfrac12(\delta|\delta)\le0,\qquad
\delta=\sum_\tau\sum_{i\in\tau}\delta^\tau_{ii}. \tag{16}
$$
For exchange, apply (13) to each product. Every fitted repulsion is too small by $(\delta^\tau_{ij}|\delta^\tau_{ij})$. The prefactor $-\tfrac12$ turns this reduction into an increase of the energy:
$$
\tilde E_x-E_x=+\tfrac12\sum_\tau\sum_{i,j\in\tau}(\delta^\tau_{ij}|\delta^\tau_{ij})\ge0. \tag{17}
$$
Unless every product is fitted exactly, fitted exchange is thus too weak: it is negative with too small a magnitude, or zero if the fit misses every product. Both errors are quadratic in the residuals. If every residual is scaled by a factor $\epsilon$, both errors scale by $\epsilon^2$.

## Density matrices and larger auxiliary sets

In a basis of real functions $\eta_\mu$, the program fits the products $\eta_\mu\eta_\nu$. By (13), the error matrix of the four-index integrals is
$$
G_{\mu\nu,\lambda\kappa}=(\mu\nu|\lambda\kappa)-(\mu\nu|\lambda\kappa)_{\rm fit}
=(\delta_{\mu\nu}|\delta_{\lambda\kappa}). \tag{18}
$$
For any coefficients $x_{\mu\nu}$, its quadratic form is the self-repulsion of $\sum_{\mu\nu}x_{\mu\nu}\delta_{\mu\nu}$, so $\mathbf G$ has no negative eigenvalue.

Let $\phi_i^\tau=\sum_\mu C^\tau_{\mu i}\eta_\mu$ and $D^\tau_{\mu\lambda}=\sum_iC^\tau_{\mu i}C^\tau_{\lambda i}$. The residual of $\rho_{ij}^\tau$ is $\sum_{\mu\nu}C^\tau_{\mu i}C^\tau_{\nu j}\delta_{\mu\nu}$, by linearity. Substitution in (16) and (17), with $D=\sum_\tau D^\tau$, gives
$$
\begin{aligned}
\tilde E_J-E_J&=-\tfrac12\sum_{\mu\nu\lambda\kappa}D_{\mu\nu}D_{\lambda\kappa}\,G_{\mu\nu,\lambda\kappa},\\
\tilde E_x-E_x&=+\tfrac12\sum_\tau\sum_{\mu\nu\lambda\kappa}D^\tau_{\mu\lambda}D^\tau_{\nu\kappa}\,G_{\mu\nu,\lambda\kappa}.
\end{aligned} \tag{19}
$$
The two contractions need different conditions. The first is a quadratic form of $\mathbf G$ for any real symmetric $D$. In the second, a density matrix with occupations $n_i$ gives terms $n_in_j(\delta_{ij}|\delta_{ij})$. Nonnegative occupations guarantee the sign; a difference of two density matrices can have occupations of both signs, and then the guarantee is lost.

If an auxiliary basis is enlarged while all its old functions are kept, the minimum in (9) cannot rise, because the old fit remains available. This holds for the total density and for each orbital product. Neither error magnitude can therefore increase. The argument compares nested spaces, not numbers of functions.

## Fits that are not Coulomb projections

Suppose the coefficients come from another criterion, such as least squares in the overlap metric or a Coulomb fit with a constraint on the charge. Then (11) need not hold. With $\tilde\rho=\rho-\delta$,
$$
\tfrac12(\tilde\rho|\tilde\rho)=\tfrac12(\rho|\rho)-(\rho|\delta)+\tfrac12(\delta|\delta). \tag{20}
$$
Insert $(\rho|\delta)=(\tilde\rho|\delta)+(\delta|\delta)$:
$$
\tfrac12(\tilde\rho|\tilde\rho)=E_J-(\tilde\rho|\delta)-\tfrac12(\delta|\delta). \tag{21}
$$
The new term equals $-(\rho|\delta)+(\delta|\delta)$, so for a small residual it is linear in $\delta$ to leading order, and it has no fixed sign. It is called the linear term below. Overestimating the density shows how the bound can fail. If a nonzero Coulomb fit is multiplied by $1+\epsilon$, its energy becomes $(1+\epsilon)^2\tfrac12(\tilde\rho|\tilde\rho)$, which exceeds $E_J$ once $(1+\epsilon)^2>(\rho|\rho)/(\tilde\rho|\tilde\rho)$.

The linear term can be removed without changing the coefficients. Since $(\rho|\tilde\rho)=(\tilde\rho|\tilde\rho)+(\delta|\tilde\rho)$, the robust energy expression satisfies
$$
\begin{aligned}
(\rho|\tilde\rho)-\tfrac12(\tilde\rho|\tilde\rho)
&=\tfrac12(\tilde\rho|\tilde\rho)+(\delta|\tilde\rho)\\
&=E_J-\tfrac12(\delta|\delta),
\end{aligned} \tag{22}
$$
where (21) was used in the last line. This holds for any coefficients. For exchange, replacing each $(\rho_{ij}|\rho_{ij})$ by $2(\rho_{ij}|\tilde\rho_{ij})-(\tilde\rho_{ij}|\tilde\rho_{ij})$ gives (17) by the same algebra, even if different products use different auxiliary functions.

## The sum of the errors

Adding (16) and (17) gives
$$
\Delta=\tfrac12\left[\sum_\tau\sum_{i,j\in\tau}(\delta^\tau_{ij}|\delta^\tau_{ij})-(\delta|\delta)\right]. \tag{23}
$$
For one electron, $\delta=\delta_{11}$ and $\Delta=0$, as in the opening example.

For two electrons of opposite spin in the same orbital, $\delta=2\delta_{11}$. The Coulomb error is $-\tfrac12\cdot4(\delta_{11}|\delta_{11})$. Exchange contributes $\tfrac12(\delta_{11}|\delta_{11})$ for each spin. Hence
$$
\Delta=-2(\delta_{11}|\delta_{11})+(\delta_{11}|\delta_{11})=-(\delta_{11}|\delta_{11}). \tag{24}
$$

For two electrons of the same spin in different orbitals, the exchange sum contains $11$, $22$, $12$ and $21$:
$$
\begin{aligned}
\Delta={}&\tfrac12\left[(\delta_{11}|\delta_{11})+(\delta_{22}|\delta_{22})+2(\delta_{12}|\delta_{12})\right]\\
&-\tfrac12\left[(\delta_{11}|\delta_{11})+(\delta_{22}|\delta_{22})+2(\delta_{11}|\delta_{22})\right]\\
={}&(\delta_{12}|\delta_{12})-(\delta_{11}|\delta_{22}).
\end{aligned} \tag{25}
$$
The first term is nonnegative; the second can outweigh it. The numerical example below contains pairs with either sign, so opposite errors do not imply a general bound on the fitted Hartree–Fock energy.

## Triplet oxygen

The example is O$_2$ at a chosen bond length of $2.28$ bohr, treated by unrestricted Hartree–Fock in the def2-SVP basis. There are 9 occupied orbitals of one spin and 7 of the other. At the converged orbitals, the def2 universal JK-fitting set gives
$$
\begin{aligned}
\tilde E_J-E_J&=100.11349520-100.11353520\\
&=-4.000\times10^{-5}\ \text{hartree},\\
\tilde E_x-E_x&=-16.30553451+16.30577150\\
&=+2.370\times10^{-4}\ \text{hartree}.
\end{aligned} \tag{26}
$$
These errors are $-0.105$ and $+0.622$ kJ/mol. Relative to the magnitudes of the corresponding exact energies, they are about $4\times10^{-7}$ and $1.5\times10^{-5}$. They measure fitting alone, not the error of Hartree–Fock or of the orbital basis. Their size does depend on the orbital basis: in def2-TZVP, with the same fitting set, they are $-3.16\times10^{-5}$ and $+1.14\times10^{-4}$ hartree.

Equations (16) and (17) can be checked without subtracting these large energies. The residual is evaluated on a grid in real space, multiplied by its own electrostatic potential and integrated. Half the result is $4.001\times10^{-5}$ hartree for the total density and $2.370\times10^{-4}$ hartree for the sum over orbital products, in agreement with (26).

Cutting the JK set at a highest angular momentum $l$ produces nested auxiliary spaces. Errors are in hartree:

| $l\le$ | Functions | Coulomb | Exchange |
|---|---:|---:|---:|
| 0 | 20 | $-1.34\times10^{-2}$ | $+1.99$ |
| 1 | 68 | $-2.28\times10^{-3}$ | $+4.28\times10^{-1}$ |
| 2 | 108 | $-6.12\times10^{-4}$ | $+7.04\times10^{-3}$ |
| 3 | 136 | $-9.22\times10^{-5}$ | $+6.67\times10^{-4}$ |
| 4 | 154 | $-4.00\times10^{-5}$ | $+2.37\times10^{-4}$ |

Symmetry accounts for part of the large exchange error in the first two rows. Let the bond lie along $z$. The product of a $\sigma$ orbital and a $\pi_x$ orbital is odd under $x\to-x$, while $s$ functions on the nuclei are even. Reflecting both integration variables leaves the Coulomb kernel unchanged, so their repulsion equals its own negative and vanishes. Equation (10) then gives zero coefficients: with $s$ functions alone, the whole product is residual. Adding $p_x$ functions permits a nonzero fit. A product $\pi_x\pi_y$ is odd in both $x$ and $y$, and no $s$ or $p$ function on the bond axis has this symmetry. It remains unfitted until the $d_{xy}$ functions enter at $l=2$. In the first row the $\sigma\pi$ products contribute $1.29$ and the $\pi_x\pi_y$ products $0.11$ of the $1.99$ hartree; in the second row the $\pi_x\pi_y$ products contribute $0.11$ of the $0.43$ hartree. The total density is a sum of squares of such orbitals and is even under both reflections, so it contains none of these missing components.

The universal J-fitting set has 98 functions, with errors of $-1.09\times10^{-4}$ hartree for Coulomb and $+3.22\times10^{-3}$ hartree for exchange. Both magnitudes are smaller than those of the 108-function JK set cut at $l=2$. The number of functions alone does not order the errors of different sets.

An overlap-metric fit of the density in the full JK set illustrates (21) and (22). With the overlaps of the density and the auxiliary functions evaluated analytically, the robust energy has an error of $-5.03\times10^{-5}$ hartree. By (22), half the residual self-repulsion is $5.03\times10^{-5}$ hartree, larger than the Coulomb-metric minimum, below which it cannot fall. The plain expression has an error of $-3.460\times10^{-3}$ hartree, so the linear term contributes
$$
-(\tilde\rho|\delta)=(-3.460+0.050)\times10^{-3}=-3.410\times10^{-3}\ \text{hartree}. \tag{27}
$$
The plain energy still lies below the exact one in this case, but by about 69 times half the residual self-repulsion. With the JK set cut at $l=1$, the plain energy of the overlap-metric fit lies $2.39\times10^{-2}$ hartree above the exact one. The plain errors are sensitive to the orbital basis: in def2-TZVP they become $-2.76\times10^{-2}$ hartree for the full set and $+7.7\times10^{-3}$ hartree for the set cut at $l=1$, while the robust error for the full set stays near $-5.0\times10^{-5}$ hartree.

For the full Coulomb-metric fit, the sum of the errors in (26) is $+1.97\times10^{-4}$ hartree. Smaller determinants built from the same orbitals show that this sign is not universal. Two opposite-spin electrons in the highest occupied orbital of the majority spin give $-7.08\times10^{-6}$ hartree, in accord with (24). Among the 36 same-spin pairs formed from the majority-spin orbitals, both signs occur. The count depends on how the degenerate $\pi$ orbitals are oriented: with both $\pi$ pairs along $x$ and $y$, 27 sums are positive and 9 negative, while rotating one pair by $45^\circ$ about the bond gives 29 and 7.

## After self-consistency

The equalities (16) and (17) compare energies at the same density matrix. If the orbitals are optimized again with fitted integrals, the density matrix changes. Write the fitted total-energy functional as
$$
\tilde E[D]=E[D]+e[D], \tag{28}
$$
where $D$ now stands for the density matrices of both spins and $e$ is the fitting error at fixed $D$. Let $D_0$ minimize $E$ and $\tilde D_0$ minimize $\tilde E$ over the same set of density matrices. Using each minimizer as a trial state for the other functional gives
$$
\begin{aligned}
\tilde E[\tilde D_0]&\le\tilde E[D_0]=E[D_0]+e[D_0],\\
E[D_0]&\le E[\tilde D_0]=\tilde E[\tilde D_0]-e[\tilde D_0].
\end{aligned} \tag{29}
$$
Rearranging the two lines,
$$
e[\tilde D_0]\le\tilde E[\tilde D_0]-E[D_0]\le e[D_0]. \tag{30}
$$

If only the Coulomb term is fitted, $e=-\tfrac12(\delta|\delta)$. Reversing all signs in (30) gives
$$
\tfrac12(\delta|\delta)_{D_0}\le E[D_0]-\tilde E[\tilde D_0]\le\tfrac12(\delta|\delta)_{\tilde D_0}. \tag{31}
$$
The optimized energy still falls, but by an amount between two half self-repulsions. Reoptimization cannot reduce the residual self-repulsion, because the fitted functional gains energy from it. If only exchange is fitted, $e$ is the positive quantity in (17). The optimized energy rises, and (30) shows that reoptimization cannot increase the exchange error. If both terms are fitted, (30) remains valid, but $e$ has no general sign.

For O$_2$ with the JK set cut at $l=2$, fitting only the Coulomb term lowers the converged energy by $6.352\times10^{-4}$ hartree. The bounds in (31) are $6.124\times10^{-4}$ and $6.589\times10^{-4}$ hartree. Fitting only exchange raises it by $6.898\times10^{-3}$ hartree, between bounds of $6.762\times10^{-3}$ and $7.036\times10^{-3}$ hartree.

The derivation of (30) assumes true minima, whereas a converged self-consistent calculation guarantees only a stationary point. If the two calculations settle on different electronic states, either inequality in (29) can fail. The fixed-density results (16) and (17) do not depend on that assumption. The numerical check tests them and the bounds for this example.

## Numbers as computed

```
Neutral Gaussian pair, exponents 1.0, 3.0 bohr^-2:
  (f|f) real space    0.22545111 hartree
  (f|f) Fourier space 0.22545111 hartree
O2 bond length 2.28 bohr; orbital basis functions 28
occupied orbitals: alpha 9, beta 7
UHF total energy      -149.49059736 hartree
exact Coulomb energy  100.11353520 hartree
exact exchange energy -16.30577150 hartree
fitted Coulomb, full JK set  100.11349520 hartree
fitted exchange, full JK set -16.30553451 hartree
JK set cut at l: functions, errors of Coulomb, exchange, sum (hartree)
  l<=0:   20 -1.34249e-02 +1.99342e+00 +1.97999e+00
  l<=1:   68 -2.27853e-03 +4.27539e-01 +4.25260e-01
  l<=2:  108 -6.12430e-04 +7.03644e-03 +6.42401e-03
  l<=3:  136 -9.21825e-05 +6.66925e-04 +5.74743e-04
  l<=4:  154 -4.00033e-05 +2.36991e-04 +1.96988e-04
  J set:   98 -1.08522e-04 +3.21655e-03 +3.10802e-03
full JK set, Coulomb error  -0.10503 kJ/mol
full JK set, exchange error +0.62222 kJ/mol
Half residual self-repulsion by quadrature (hartree):
  full JK set: density 4.00056e-05, orbital products 2.36996e-04
  JK set l<=2: density 6.12449e-04, orbital products 7.03646e-03
lowest eigenvalue of residual matrix -2.8e-14 hartree
Overlap-metric fit of the density, full JK set (hartree):
  half residual self-repulsion, quadrature 5.03831e-05
  plain Coulomb error  -3.64488e-03
  robust Coulomb error -5.03752e-05
Sum of Coulomb and exchange errors, full JK set (hartree):
  one electron, largest magnitude 6.7e-16
  two electrons in highest alpha orbital -7.08134e-06
  same-spin pairs: number 36, positive 27, negative 9
  same-spin pairs: lowest -2.36195e-06, highest +1.50097e-05
Self-consistent shifts, JK set l<=2 (hartree):
  Coulomb fitted, energy drop 0.000635224
    bounds 0.000612430 to 0.000658946
  exchange fitted, energy rise 0.006897521
    bounds 0.006761915 to 0.007036441
```
